# Why multiphonon capture becomes thermally activated: from quantum lineshape to Marcus barrier

Suppose that capture of an electron by an oxide trap is described by the classical activated law, which becomes accurate well above room temperature, and that this law is carried down to 100 K. For the trap worked out below, the prediction is too small by a factor of about 1000. The opposite shortcut also fails: the temperature-independent rate of the cold trap, carried up to 300 K, is too small by a factor of about 38. Both errors come from using a limiting law outside its regime. The activation energy of the classical law is not a phonon energy, nor the depth of the trap. It is the height at which two lattice energy curves cross, and it governs the rate once the lattice moves classically. One solvable model contains both regimes and the passage between them.

## The model and its crossing

A carrier sits in a discrete electronic state beside an empty trap. One lattice mode of angular frequency $\omega$ responds to the trap's charge. With a dimensionless coordinate $q$, the lattice potentials before and after capture are

$$V_i=\tfrac12\hbar\omega q^2,\qquad V_f=\tfrac12\hbar\omega(q-d)^2-E .$$

The curvatures are taken equal. $E$ is the energy released between the two relaxed states. Define the Huang–Rhys factor $S$ by $d^2=2S$. The relaxation energy, gained when the lattice slides from $q=0$ to $q=d$ after capture, is $\lambda=\tfrac12\hbar\omega d^2=S\hbar\omega$. The gap between the curves is linear in $q$, because the squares cancel:

$$V_i-V_f=\hbar\omega\,d\,q-\lambda+E .$$

It vanishes at $q_c=(\lambda-E)/(\hbar\omega d)$, where

$$E_b=V_i(q_c)=\frac{(\lambda-E)^2}{2\hbar\omega d^2}=\frac{(\lambda-E)^2}{4\lambda}.$$

So far this is only geometry. Whether this height controls a rate must come from quantum mechanics.

## The quantum lineshape

Let a weak electronic coupling $V$, independent of $q$, connect the two states, and let the lattice be in equilibrium before capture. The golden rule gives $k=(2\pi V^2/\hbar)\,G(E)$ with

$$G(E)=\sum_{m,n'}P_m\,|\langle m|n'\rangle|^2\,\delta(E+m\hbar\omega-n'\hbar\omega).$$

Here $P_m$ is the thermal occupation of level $m$ of the first well, and $n'$ labels levels of the displaced well. Zero-point energies cancel. Writing $\delta(X)=(2\pi\hbar)^{-1}\int e^{iXt/\hbar}dt$ turns the double sum into a thermal average:

$$G=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}\!dt\,e^{iEt/\hbar}C(t),\qquad C=\langle e^{iH_it/\hbar}e^{-iH_ft/\hbar}\rangle ,$$

where $H_i=\hbar\omega(a^\dagger a+\tfrac12)$ and $H_f$ is the same oscillator centred at $d$, without the constant $-E$.

The operator $D(\mu)=\exp(\mu a^\dagger-\mu^*a)$ displaces an oscillator. Since $q=(a+a^\dagger)/\sqrt2$, a shift $d$ in $q$ is a shift $d/\sqrt2=\sqrt S$ in $a$, so $H_f=D(\sqrt S)H_iD(-\sqrt S)$. Free evolution turns $a$ into $ae^{-i\omega t}$, hence

$$C=\langle D(\sqrt S e^{i\omega t})\,D(-\sqrt S)\rangle .$$

The exponents of $D(\mu)$ and $D(\nu)$ have the commutator $\mu\nu^*-\mu^*\nu$, a number. Therefore $D(\mu)D(\nu)=D(\mu+\nu)\,e^{(\mu\nu^*-\mu^*\nu)/2}$. Here the phase factor is $e^{-iS\sin\omega t}$, and the total displacement obeys $|\mu|^2=S|e^{i\omega t}-1|^2=2S(1-\cos\omega t)$.

The thermal average of $D(\mu)$ remains. Put $A=\mu a^\dagger-\mu^*a$, $X=e^{\eta A}$ and $f(\eta)=\langle X\rangle$, with $\beta=1/k_BT$ and $n=1/(e^{\beta\hbar\omega}-1)$. Moving $a$ through the Boltzmann operator gives $\langle aX\rangle=e^{\beta\hbar\omega}\langle Xa\rangle$, while the commutator gives $\langle aX\rangle-\langle Xa\rangle=\eta\mu f$. Together, $\langle Xa\rangle=n\eta\mu f$. The same two steps for $a^\dagger$ give $\langle Xa^\dagger\rangle=-(n+1)\eta\mu^*f$. Then

$$f'=\mu\langle Xa^\dagger\rangle-\mu^*\langle Xa\rangle=-\eta|\mu|^2(2n+1)f ,$$

so that $\langle D(\mu)\rangle=f(1)=e^{-|\mu|^2(2n+1)/2}$ and

$$C(t)=\exp\{-S[(2n+1)(1-\cos\omega t)+i\sin\omega t]\}.$$

Let $x=\hbar\omega/2k_BT$. Then $2n+1=\coth x$. Because $\cos(\omega t+ix)=\cos\omega t\cosh x-i\sin\omega t\sinh x$,

$$C=e^{-S\coth x}\,e^{z\cos(\omega t+ix)},\qquad z=\frac{S}{\sinh x}.$$

The modified Bessel functions are the coefficients in $e^{z\cos\theta}=\sum_l I_l(z)e^{il\theta}$. Setting $l=-p$ and using $I_{-p}=I_p$ gives $C=\sum_pW_pe^{-ip\omega t}$ with

$$W_p=e^{px-S\coth x}\,I_p(z),\qquad G=\sum_pW_p\,\delta(E-p\hbar\omega).$$

A single sharp mode thus gives a comb of lines, not a rate. In a solid the spread of phonon energies smears them. If the smearing covers about one quantum, the density at $E=p\hbar\omega$ is $G\simeq W_p/\hbar\omega$, which is used from here on.

## Cold: no activation

As $T\to0$, $x\to\infty$ and $z\simeq2Se^{-x}$ becomes small. Then $I_p(z)\simeq(z/2)^p/p!=S^pe^{-px}/p!$ for $p\ge0$. The factor $e^{-px}$ cancels $e^{px}$, and

$$W_p\to e^{-S}\frac{S^p}{p!}.$$

Temperature has dropped out. This is the squared overlap between the lowest state of the first well and level $p$ of the second. The electron is captured while the lattice is in its zero-point motion; when $p$ is far below $S$, as in the example below, the overlap comes from the tails of the wavefunctions. When $p$ is far above $S$, it is small because the oscillations of the final wavefunction cancel.

## Hot: the crossing barrier appears

When $T$ rises at fixed $p$ and $S$, $x$ becomes small and $z\simeq S/x$ large. The Bessel function is the integral

$$I_p(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\cos\theta-ip\theta}\,d\theta .$$

For large $z$ the integrand is concentrated near $\theta=0$, within a width $z^{-1/2}$. There $\cos\theta\simeq1-\theta^2/2$, and the Gaussian integral gives

$$I_p(z)\simeq\frac{e^{z-p^2/2z}}{\sqrt{2\pi z}} .$$

Since $\coth x-1/\sinh x=\tanh(x/2)$, the full exponent of $W_p$ is

$$px-S\tanh\frac x2-\frac{p^2\sinh x}{2S}\;\to\;px-\frac{Sx}2-\frac{p^2x}{2S}=-\frac{x(p-S)^2}{2S}.$$

Inserting $p=E/\hbar\omega$ and $S=\lambda/\hbar\omega$ turns this into $-(E-\lambda)^2/(4\lambda k_BT)$. The prefactor is $(\hbar\omega)^{-1}(2\pi S/x)^{-1/2}=(4\pi\lambda k_BT)^{-1/2}$. Hence

$$G\to\frac{1}{\sqrt{4\pi\lambda k_BT}}\,e^{-E_b/k_BT}.$$

The phonon energy has disappeared, and the exponent is the crossing height. Because of the prefactor, it is $k\sqrt T$ rather than $k$ that follows an Arrhenius law, provided $E$, $\lambda$ and $V$ do not vary with temperature.

Each factor has a classical reading. A classical oscillator has a Gaussian distribution of $q$ with variance $k_BT/\hbar\omega$. The gap $V_i-V_f$ is then Gaussian too, with mean $E-\lambda$ and variance $(\hbar\omega d)^2k_BT/\hbar\omega=2\lambda k_BT$. Its probability density at zero gap is the Marcus expression just found. The electron transfers when the lattice fluctuation makes the two states degenerate.

The route to the Gaussian matters. The variable $\theta=\omega t+ix$ is time shifted by $i\hbar/2k_BT$. If the exponent of $C(t)$ is instead expanded to second order in real $t$, the result is a Gaussian with mean $\lambda$ and variance $\lambda\hbar\omega\coth x$. Its centre and width are correct, but its tail is not. The line weights obey $W_{-p}=e^{-2px}W_p$, so $G(-E)/G(E)=e^{-E/k_BT}$, which is detailed balance. That Gaussian gives $e^{-2E\tanh x/\hbar\omega}$, which agrees only when $\tanh x\simeq x$. In the example below it overestimates $G$ at 100 K by a factor of 5.1.

## How the classical law fails

The next term shows when the barrier picture can be trusted. The exponent $z\cos\theta-ip\theta$ is stationary at $\theta=-iy$ with $\sinh y=p/z$. Its value there, with $u=p/z$, is

$$z\left[\sqrt{1+u^2}-u\,\mathrm{arsinh}\,u\right]=z-\frac{p^2}{2z}+\frac{p^4}{24z^3}-\dots$$

The expansion follows from the derivative of the bracket, which is $-\mathrm{arsinh}\,u=-u+u^3/6-\dots$. Now collect the terms in $x^3$. The first, $-S\tanh(x/2)$, supplies $+Sx^3/24$; the second, $-p^2\sinh x/2S$, supplies $-p^2x^3/12S$; the third supplies $p^4x^3/24S^3$. They form a perfect square:

$$\delta=\frac{x^3(S^2-p^2)^2}{24S^3}=\frac{(\hbar\omega)^2(\lambda^2-E^2)^2}{192\,\lambda^3(k_BT)^3}.$$

To this order in the exponent, for large $S$ at fixed $p/S$ and apart from changes in the prefactor, the quantum rate is the Marcus rate times $e^{\delta}$. The term $\delta$ is never negative. Where it is appreciable, it reflects nuclear tunnelling: capture by lattices that lack the energy to reach the crossing. Near $E=\lambda$, where $\delta$ vanishes, the prefactor matters instead. The quantum line is broader than the classical one, so its peak is lower, for large $S$ by the factor $\sqrt{\tanh x/x}$. The classical law therefore needs small $x$ as well as $\delta\ll1$. For the trap worked out below, $\delta=1$ marks a crossover temperature. Close to $E=\lambda$ it does not, because $\delta$ then reaches 1 only at large $x$, where the expansion fails.

The case $E>\lambda$ is instructive. The crossing moves to negative $q$, and the barrier, zero at $E=\lambda$, rises again. Two releases placed symmetrically about $\lambda$ have equal $E_b$, but $\delta$ contains $(\lambda+E)^2$ as well as $(\lambda-E)^2$ and is larger for the larger release. Far from $E=\lambda$, where $\delta$ dominates, the activated law therefore needs a higher temperature for the larger release: with $S=30$ and $\hbar\omega=0.040$ eV, the ratio of the quantum to the Marcus rate at 300 K is 1.58 for $p=10$ and 2.67 for $p=50$. Nearer to $\lambda$ the prefactor correction, which is smaller for the larger release, can reverse the order: the ratio is 1.15 for $p=20$ and 1.10 for $p=40$. The rising barrier belongs to a single carrier state. A filled electrode band also offers lower states that release about $\lambda$, so with constant coupling and density of states the rate summed over the band levels off for $E>\lambda$ instead of falling.

## Where the activation energy resides

The squared overlaps do not depend on temperature. In $W_p=\sum_mP_m|\langle m|(m+p)'\rangle|^2$, temperature enters through $P_m\propto e^{-\beta\varepsilon_m}$ and its normalization, with $\varepsilon_m=(m+\tfrac12)\hbar\omega$. Differentiating at fixed $E$ gives

$$-\frac{d\ln G}{d\beta}=\langle\varepsilon\rangle_{\rm capture}-\langle\varepsilon\rangle_{\rm thermal}.$$

The first average is over the lattices that actually capture. The slope of an Arrhenius plot is thus their energy excess over the average lattice.

In the hot limit $G\propto\beta^{1/2}e^{-\beta E_b}$, so the left side is $E_b-\tfrac12k_BT$, while the thermal mean is $k_BT$. Hence $\langle\varepsilon\rangle_{\rm capture}=E_b+\tfrac12k_BT$: the potential energy at the crossing plus the mean kinetic energy of one coordinate. In the cold limit it is the zero-point energy $\tfrac12\hbar\omega$, and the slope vanishes.

## A trap in a hafnia-like film

Take $\hbar\omega=0.040$ eV and $S=30$, so $\lambda=1.20$ eV. The trap lies 1.0 nm from the electrode in a field of 2.0 MV/cm, or 0.2 V/nm, which lowers its level by 0.20 eV. With a release of 0.20 eV at zero field, $E=0.40$ eV and $p=10$. The barrier is

$$E_b=\frac{(1.20-0.40)^2}{4\times1.20}=0.133\ \text{eV}.$$

In the table, $G_q=W_p/\hbar\omega$ and $G_M$ is the Marcus form, both in eV$^{-1}$. $E_a$ is the local slope $-d\ln(k\sqrt T)/d\beta$ of the quantum rate, by numerical differentiation. $\bar\varepsilon$ is the mean vibrational energy at capture, summed over levels with overlaps from numerical diagonalization. Both energies are in eV.

| $T$ (K) | $G_q$ | $G_M$ | $G_q/G_M$ | $E_a$ | $\bar\varepsilon$ |
|---|---|---|---|---|---|
| 50 | 3.8e-4 | 1.4e-13 | 2.7e9 | 0.002 | 0.020 |
| 100 | 5.1e-4 | 5.3e-7 | 960 | 0.015 | 0.032 |
| 200 | 3.3e-3 | 8.6e-4 | 3.9 | 0.072 | 0.088 |
| 300 | 1.45e-2 | 9.2e-3 | 1.58 | 0.101 | 0.119 |
| 400 | 3.56e-2 | 2.90e-2 | 1.23 | 0.114 | 0.135 |
| 1000 | 0.190 | 0.187 | 1.02 | 0.130 | 0.174 |

At 50 K the rate has reached its plateau, $G=3.8\times10^{-4}$ eV$^{-1}$, and $\bar\varepsilon$ is the zero-point energy. The small remaining $E_a$ is mostly the $\tfrac12k_BT$ contributed by the factor $\sqrt T$. At 1000 K, which illustrates the limit and is not an operating temperature, $\bar\varepsilon$ is close to $E_b+\tfrac12k_BT=0.176$ eV.

At 300 K, $x=0.7736$ and

$$\delta=0.7736^3\times\frac{(900-100)^2}{24\times27000}=0.457,\qquad e^\delta=1.58 .$$

This matches the tabulated ratio more closely than a leading term at $x=0.77$ deserves. The crossover $\delta=1$ falls at 231 K. A plot of $k\sqrt T$ taken between 300 and 400 K looks activated, yet its slope is 0.10 to 0.11 eV, below the true crossing height of 0.133 eV.

For a chosen coupling $V=0.10$ meV, $2\pi V^2/\hbar=9.5\times10^7$ eV/s, so the quantum rate at 300 K is $1.4\times10^6$ s$^{-1}$ and the Marcus rate $0.88\times10^6$ s$^{-1}$. The golden rule is safe here. A classical lattice passes the crossing twice per period if its energy exceeds $E_b$, which gives $(\omega/\pi)e^{-E_b/k_BT}$ passages per second. Dividing the Marcus rate by this number leaves a capture probability of $8\times10^{-6}$ per passage.

## Beside a real film

The phonon energy, relaxation energy and distance are rough typical values for defects in hafnia; $V$ is a free choice. The field is 40% of a rough breakdown field of 5 MV/cm. Real devices break several assumptions, sized here at 300 K with the other settings fixed:

- **Equal curvatures.** A final well with 10% higher frequency, at the same $d$ and $E$, raises the crossing to 0.168 eV. The Boltzmann factor alone then falls about fourfold, more than the tunnelling correction.
- **One phonon energy.** Sharing $\lambda$ equally between modes of 20 and 60 meV, and summing over all pairs of line weights that release $E$, gives $G/G_M=1.71$ instead of 1.58. The growth of $\delta$ as $\omega^2$ suggests that the fast mode is responsible.
- **One carrier state.** An electrode offers a band. Integrating the Marcus form over states filled up to the original carrier energy, with constant coupling and density of states, raises the slope of $k\sqrt T$ from 0.133 to 0.158 eV. The increase is close to $k_BT=0.026$ eV, as expected if the width of the contributing energy window grows in proportion to $T$.
- **Image force.** With a relative static permittivity $\kappa=20$, the shift $e^2/(16\pi\epsilon_0\kappa d_t)$ at distance $d_t=1$ nm is 0.018 eV. If it reduces the release, the barrier rises by 0.006 eV.
- **Smearing.** Giving each line a Gaussian shape with standard deviation 0.020 eV raises $G$ by 4%; at 100 K the change is about 12%. With a standard deviation of 0.040 eV the changes are 11% and 52%.

Anharmonicity beyond the changed curvature and a dependence of $V$ on $q$ are not sized. The field, by contrast, is inside the model: without it the barrier would be 0.208 eV. At fixed $V$, the 0.075 eV reduction multiplies the Marcus rate at 300 K by about 18. A field-dependent capture rate can therefore reflect the moving crossing as well as a changing electronic tunnelling probability.

All numerical values are calculated from the stated model.
